# Why Splitting Off Core States Lowers the Fermi-Operator Expansion Degree: a numerical check

```python
# Result under test: a Chebyshev expansion of the Fermi function
#   f(E) = 1/(1+exp(beta*(E-mu)))  on [lower, upper]
# needs degree n = (beta/pi)*sqrt((mu-lower)*(upper-mu))*log(2/(pi*eps))
# for uniform error eps. Deep core levels push 'lower' down and raise n.
# With P the core projector, Q = 1-P and s a shift inside the valence range,
#   f(H) = P + Q p_n(Q H Q + s P) Q
# needs only the valence degree, close to that of an effective core potential,
# provided the upper edge is low (filtered subspace).
# Energies in hartree. Example: the free ion Ag+, local density approximation.
import numpy as np
from scipy.fft import dct
from scipy.linalg import expm
from scipy.special import expit
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
NODES = 2**16
rng = np.random.default_rng(7)


def chebyshev_coefficients(lower, upper, mu, beta):
    theta = (np.arange(NODES) + 0.5) * np.pi / NODES
    energy = 0.5 * (upper + lower) + 0.5 * (upper - lower) * np.cos(theta)
    coef = dct(expit(-beta * (energy - mu)), type=2) / NODES
    coef[0] *= 0.5
    return coef


def needed_degree(lower, upper, mu, beta, eps):
    """Degree at which the largest truncation error on the interval is eps."""
    coef = chebyshev_coefficients(lower, upper, mu, beta)

    def largest_error(degree):
        tail = coef.copy()
        tail[:degree + 1] = 0.0
        return np.max(np.abs(dct(tail, type=3))) / 2

    low, high = 0, NODES - 1
    while high - low > 1:
        middle = (low + high) // 2
        if largest_error(middle) <= eps:
            high = middle
        else:
            low = middle
    return high


def degree_law(lower, upper, mu, beta, eps):
    mean_distance = np.sqrt((mu - lower) * (upper - mu))
    return beta / np.pi * mean_distance * np.log(2 / (np.pi * eps))


def expand_fermi(matrix, lower, upper, mu, beta, degree):
    """Fermi matrix by the Chebyshev three-term recursion."""
    coef = chebyshev_coefficients(lower, upper, mu, beta)
    unit = np.eye(len(matrix))
    scaled = (matrix - 0.5 * (upper + lower) * unit) / (0.5 * (upper - lower))
    previous, current = unit, scaled
    total = coef[0] * unit + coef[1] * scaled
    for k in range(2, degree + 1):
        previous, current = current, 2 * scaled @ current - previous
        total = total + coef[k] * current
    return total


def diagonalized_fermi(matrix, mu, beta):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * expit(-beta * (values - mu))) @ vectors.T


def random_orthogonal(size):
    return np.linalg.qr(rng.normal(size=(size, size)))[0]


def even_tempered(counts):
    first_exponent = (0.03, 0.03, 0.06)
    return [[l, [first_exponent[l] * 2.8**i, 1.0]]
            for l, count in enumerate(counts) for i in range(count)]


def silver_ion(counts, use_ecp):
    mol = gto.M(atom='Ag 0 0 0', basis={'Ag': even_tempered(counts)},
                ecp={'Ag': 'lanl2dz'} if use_ecp else {},
                charge=1, spin=0, verbose=0)
    mf = dft.RKS(mol)
    if not use_ecp:
        mf = mf.sfx2c1e()
    mf.xc = 'lda,vwn'
    mf.grids.level = 2
    mf.chkfile = None
    mf.conv_tol = 1e-7
    mf.conv_tol_grad = 1e-3
    mf.max_cycle = 80
    mf.kernel()
    assert mf.converged
    return np.sort(mf.mo_energy), mol.nelectron // 2, mol.atom_nelec_core(0)


# ---- Growth of the degree with the edges, from the truncated series --------
kT, eps = 0.005, 1e-6
beta = 1 / kT
scan_top = 0.3
scan_depths = (4.0, 40.0, 400.0)
scan = [needed_degree(-d, scan_top, 0.0, beta, eps) for d in scan_depths]
for depth, degree in zip(scan_depths, scan):
    law = degree_law(-depth, scan_top, 0.0, beta, eps)
    assert abs(degree / law - 1) < 0.03
assert abs(scan[1] / scan[0] / np.sqrt(10) - 1) < 0.03
assert abs(scan[2] / scan[1] / np.sqrt(10) - 1) < 0.03
both_scaled = needed_degree(-40.0, 10 * scan_top, 0.0, beta, eps)
assert abs(both_scaled / scan[0] / 10 - 1) < 0.03

# ---- Silver ion: all-electron and effective-core spectra -------------------
levels_all, occ_all, _ = silver_ion((17, 12, 9), False)
levels_ecp, occ_ecp, core_electrons = silver_ion((9, 8, 7), True)
n_core = core_electrons // 2
assert occ_all - n_core == occ_ecp
extra = 4
levels = levels_all[:occ_all + extra]
pseudo = levels_ecp[:occ_ecp + extra]
mu = 0.5 * (levels[occ_all - 1] + levels[occ_all])
mu_ecp = 0.5 * (pseudo[occ_ecp - 1] + pseudo[occ_ecp])
bottom, valence_bottom, top = levels[0], levels[n_core], levels[-1]

n_full = needed_degree(bottom, top, mu, beta, eps)
n_split = needed_degree(valence_bottom, top, mu, beta, eps)
n_ecp = needed_degree(pseudo[0], pseudo[-1], mu_ecp, beta, eps)
law_full = degree_law(bottom, top, mu, beta, eps)
law_split = degree_law(valence_bottom, top, mu, beta, eps)
law_ecp = degree_law(pseudo[0], pseudo[-1], mu_ecp, beta, eps)
for degree, law in ((n_full, law_full), (n_split, law_split),
                    (n_ecp, law_ecp)):
    assert abs(degree / law - 1) < 0.03
root_ratio = np.sqrt((mu - bottom) / (mu - valence_bottom))
width_ratio = (top - bottom) / (top - valence_bottom)
assert abs(n_full / n_split / root_ratio - 1) < 0.03
assert abs(n_split / n_ecp - 1) < 0.25

# ---- Coefficients predicted by the nearest pole pair -----------------------
half = 0.5 * (top - valence_bottom)
pole = (mu + 1j * np.pi / beta - 0.5 * (top + valence_bottom)) / half
root = np.sqrt(pole - 1) * np.sqrt(pole + 1)
w = pole + root
decay = np.log(abs(w))
orders = np.arange(int(5 / decay), int(7 / decay))
from_pole = 4 / (beta * half) * np.real(w**(-orders.astype(float)) / root)
from_series = chebyshev_coefficients(valence_bottom, top, mu, beta)[orders]
pole_error = np.max(abs(from_pole - from_series)) / np.max(abs(from_series))
assert pole_error < 1e-3

# ---- Matrix expansions in an arbitrary basis of the filtered subspace ------
size = len(levels)
rotation = random_orthogonal(size)
H = (rotation * levels) @ rotation.T
H = 0.5 * (H + H.T)
unit = np.eye(size)
reference = diagonalized_fermi(H, mu, beta)
full_matrix = expand_fermi(H, bottom, top, mu, beta, n_full)
short_matrix = expand_fermi(H, bottom, top, mu, beta, n_split)
error_full = np.linalg.norm(full_matrix - reference, 2)
error_short = np.linalg.norm(short_matrix - reference, 2)
assert error_full < 1.05 * eps
assert error_short > 1000 * eps

# Core projector by the sign iteration, without diagonalizing H
sigma = 0.5 * (levels[n_core - 1] + levels[n_core])
X = (sigma * unit - H) / (sigma - bottom)
sign_steps = 0
while np.linalg.norm(X @ X - unit) > 1e-11 and sign_steps < 100:
    X = 0.5 * X @ (3 * unit - X @ X)
    X = 0.5 * (X + X.T)
    sign_steps += 1
P = 0.5 * (unit + X)
Q = unit - P
assert sign_steps < 100 and abs(np.trace(P) - n_core) < 1e-8


def split_fermi(shift):
    H_valence = Q @ H @ Q + shift * P
    H_valence = 0.5 * (H_valence + H_valence.T)
    inner = expand_fermi(H_valence, valence_bottom, top, mu, beta, n_split)
    return P + Q @ inner @ Q


split_matrix = split_fermi(0.5 * (valence_bottom + top))
error_split = np.linalg.norm(split_matrix - reference, 2)
electrons = 2 * np.trace(split_matrix)
assert error_split < 1.05 * eps
assert abs(electrons - 2 * occ_all) < 0.01
bad_shift = top + 0.02 * (top - valence_bottom)
error_bad_shift = np.max(np.abs(split_fermi(bad_shift) - reference))
assert error_bad_shift > 1

# ---- Keeping the whole basis: the upper edge takes over --------------------
basis_top = levels_all[-1]
law_basis_full = degree_law(bottom, basis_top, mu, beta, eps)
law_basis_split = degree_law(valence_bottom, basis_top, mu, beta, eps)
assert law_basis_split > 10 * n_split

# ---- Cost of setting the core occupation to one (shallow core model) -------
shallow = np.array([-8.0, -2.0, -0.5, 1.0, 3.0])      # beta*(E-mu)
turn = random_orthogonal(5)
scaled_H = (turn * shallow) @ turn.T
exact = np.linalg.inv(np.eye(5) + expm(scaled_H))
P_model = np.outer(turn[:, 0], turn[:, 0])
Q_model = np.eye(5) - P_model
occupation_error = np.linalg.norm(
    P_model + Q_model @ exact @ Q_model - exact, 2)
occupation_law = 1 / (1 + np.exp(8.0))
assert abs(occupation_error / occupation_law - 1) < 1e-6

# ---- Imperfect core subspace: neglected core-valence coupling --------------
core_e = np.array([-10.0, -9.5])
valence_e = np.array([-0.6, -0.5, 0.4, 0.5])
coupling = rng.normal(size=(4, 2))
H0 = np.diag(np.concatenate([core_e, valence_e]))
gaps = valence_e[:, None] - core_e[None, :]
empty = (valence_e > 0)[:, None]


def neglect_coupling(strength):
    V = np.zeros((6, 6))
    V[2:, :2] = strength * coupling
    V = V + V.T
    D0 = diagonalized_fermi(H0, 0.0, beta)
    D = diagonalized_fermi(H0 + V, 0.0, beta)
    first = np.zeros((6, 6))
    first[2:, :2] = np.where(empty, -strength * coupling / gaps, 0.0)
    first = first + first.T
    energy = np.trace(D @ (H0 + V)) - np.trace(D0 @ H0)
    energy_law = -np.sum(np.where(empty, (strength * coupling)**2 / gaps, 0))
    return (np.linalg.norm(D - D0), np.linalg.norm(D - D0 - first),
            energy, energy_law)


change, rest, energy_change, energy_law = neglect_coupling(0.1)
change_half, rest_half, energy_half, _ = neglect_coupling(0.05)
assert abs(change / change_half - 2) < 0.1
assert abs(rest / rest_half - 4) < 0.4
assert abs(energy_change / energy_law - 1) < 0.03
assert abs(energy_change / energy_half - 4) < 0.1

# ---- Numbers for the text --------------------------------------------------
print(f"kT = {kT} hartree = {kT * HARTREE_EV:.4f} eV")
print(f"beta = {beta:.0f} 1/hartree; target error = {eps:.0e}")
print(f"scan: mu = 0, upper edge = {scan_top} hartree")
for depth, degree in zip(scan_depths, scan):
    print(f"  lower edge -{depth:.0f} hartree: needed degree {degree}")
print(f"  edges -40 and {10 * scan_top:.0f} hartree: degree {both_scaled}")
print("Ag+ all-electron, filtered subspace")
print(f"  basis functions {len(levels_all)}, subspace size {size}")
print(f"  occupied orbitals {occ_all}, core orbitals {n_core}")
print(f"  lowest core level {bottom:.2f} hartree")
print(f"  highest core level {levels[n_core - 1]:.3f} hartree")
print(f"  valence bottom {valence_bottom:.4f} hartree")
print(f"  highest occupied {levels[occ_all - 1]:.4f} hartree")
print(f"  lowest empty {levels[occ_all]:.4f} hartree")
print(f"  mu {mu:.4f} hartree; subspace top {top:.4f} hartree")
print("Ag+ with effective core potential")
print(f"  core electrons replaced {core_electrons}")
print(f"  bottom {pseudo[0]:.4f}, top {pseudo[-1]:.4f} hartree")
print(f"  mu {mu_ecp:.4f} hartree")
print("degrees: needed / from the law")
print(f"  all-electron, unsplit {n_full} / {law_full:.1f}")
print(f"  all-electron, split {n_split} / {law_split:.1f}")
print(f"  effective core potential {n_ecp} / {law_ecp:.1f}")
print(f"unsplit/split degree ratio {n_full / n_split:.2f}")
print(f"  square-root prediction {root_ratio:.2f}")
print(f"  ratio of spectral widths {width_ratio:.1f}")
print(f"split/effective-core degree ratio {n_split / n_ecp:.3f}")
print(f"pole formula, relative coefficient error {pole_error:.1e}")
print("matrix errors (spectral norm)")
print(f"  unsplit, its own degree {error_full:.2e}")
print(f"  unsplit, valence degree {error_short:.2e}")
print(f"  split, valence degree {error_split:.2e}")
print(f"  electrons from split matrix {electrons:.6f}")
print(f"shift outside range, at {bad_shift:.4f} hartree:")
print(f"  log10 of largest element error {np.log10(error_bad_shift):.1f}")
print(f"sign iteration: {sign_steps} steps, {2 * sign_steps} update products")
print(f"full basis top {basis_top:.3e} hartree")
print(f"  law, core kept {law_basis_full:.3e}")
print(f"  law, core split off {law_basis_split:.3e}")
print(f"shallow core, beta*(mu-E) = 8: error {occupation_error:.3e}")
print("neglected coupling model, strengths 0.1 and 0.05 hartree")
print(f"  density change {change:.3e}, {change_half:.3e}")
print(f"  after first order {rest:.3e}, {rest_half:.3e}")
print(f"  energy change {energy_change:.4e}, {energy_half:.4e} hartree")
print(f"  second-order law at 0.1: {energy_law:.4e} hartree")
print("done: every assertion held")
```

It prints:

```
kT = 0.005 hartree = 0.1361 eV
beta = 200 1/hartree; target error = 1e-06
scan: mu = 0, upper edge = 0.3 hartree
  lower edge -4 hartree: needed degree 932
  lower edge -40 hartree: needed degree 2950
  lower edge -400 hartree: needed degree 9318
  edges -40 and 3 hartree: degree 9311
Ag+ all-electron, filtered subspace
  basis functions 98, subspace size 27
  occupied orbitals 23, core orbitals 14
  lowest core level -928.31 hartree
  highest core level -13.504 hartree
  valence bottom -3.7930 hartree
  highest occupied -0.5853 hartree
  lowest empty -0.4264 hartree
  mu -0.5058 hartree; subspace top -0.2356 hartree
Ag+ with effective core potential
  core electrons replaced 28
  bottom -3.7365, top -0.2361 hartree
  mu -0.5078 hartree
degrees: needed / from the law
  all-electron, unsplit 13476 / 13471.3
  all-electron, split 802 / 801.9
  effective core potential 797 / 796.7
unsplit/split degree ratio 16.80
  square-root prediction 16.80
  ratio of spectral widths 260.9
split/effective-core degree ratio 1.006
pole formula, relative coefficient error 4.8e-05
matrix errors (spectral norm)
  unsplit, its own degree 2.20e-07
  unsplit, valence degree 6.46e-02
  split, valence degree 1.74e-07
  electrons from split matrix 45.999997
shift outside range, at -0.1645 hartree:
  log10 of largest element error 74.8
sign iteration: 18 steps, 36 update products
full basis top 1.686e+05 hartree
  law, core kept 1.064e+07
  law, core split off 6.334e+05
shallow core, beta*(mu-E) = 8: error 3.354e-04
neglected coupling model, strengths 0.1 and 0.05 hartree
  density change 3.235e-02, 1.608e-02
  after first order 3.976e-03, 9.973e-04
  energy change -5.3480e-03, -1.3362e-03 hartree
  second-order law at 0.1: -5.3435e-03 hartree
done: every assertion held
```
